# Conductivity of a Solid with Incrementally Added Insulating Spherical Pores

## Result and assumptions

**Theorem.** Let a homogeneous, isotropic solid of thermal conductivity $k_0$ receive insulating spherical pores in many small steps, under assumptions 1 to 4 below. At porosity $p$, the fraction of the total volume occupied by pores, its effective conductivity is

$$\frac{k(p)}{k_0}=(1-p)^{3/2}. \tag{1}$$

The assumptions are these.

1. Heat flow is steady and obeys Fourier's law, $\mathbf q=-k_0\nabla T$, in the solid. No heat crosses the pores.
2. The pores of one step are spheres placed at random, without regard to the pores already present.
3. Each step adds a vanishingly small volume fraction $d\phi$ of new spheres. Interactions among the spheres of one step then affect the conductivity at order $d\phi^2$.
4. The spheres of each step are much larger than all earlier pores and much smaller than the sample.

The effective conductivity is defined by $\langle\mathbf q\rangle=-k\langle\nabla T\rangle$, where the brackets are averages over the whole volume, pores included. Assumption 4 lets a new pore treat the existing porous medium as a uniform host of conductivity $k(p)$. The proof needs two lemmas: how much a few pores lower the conductivity of a uniform host, and how much porosity they add.

## Lemma 1: a few spheres in a uniform host

**Lemma 1.** A host of conductivity $k$ contains a small volume fraction $\phi$ of spheres of conductivity $k_i$. Its effective conductivity is

$$k_{\rm eff}=k+\phi\,\frac{3k(k_i-k)}{k_i+2k}+O(\phi^2). \tag{2}$$

For insulating spheres, $k_i=0$, this becomes $k_{\rm eff}=k(1-\tfrac32\phi)+O(\phi^2)$.

**Proof.** Put one sphere of radius $a$ at the origin, in a host whose temperature far away is $Gz=Gr\cos\theta$. In steady state $\nabla^2T=0$ in each region. For a trial function $r^s\cos\theta$,

$$\nabla^2(r^s\cos\theta)=[s(s+1)-2]\,r^{s-2}\cos\theta=(s-1)(s+2)\,r^{s-2}\cos\theta,$$

so $s=1$ and $s=-2$ are allowed. The field must be finite at the centre and approach $Gz$ far away. Hence

$$T_{\rm in}=Cr\cos\theta,\qquad T_{\rm out}=\left(Gr+\frac{D}{r^2}\right)\cos\theta .$$

Continuity of temperature at $r=a$ gives $D/a^3=C-G$. Continuity of the radial flux gives

$$k_iC=k\left(G-\frac{2D}{a^3}\right)=k(3G-2C),\qquad\text{so}\qquad C=\frac{3k}{k_i+2k}\,G. \tag{3}$$

Now take a sample of volume $V$ with temperature $Gz$ on its outer surface. By the divergence theorem the mean gradient is $G$ along $z$. The flux is $-k\nabla T$ in the host and $-k_i\nabla T$ in the spheres. Writing the latter as $-k\nabla T-(k_i-k)\nabla T$ and averaging,

$$\langle q_z\rangle=-kG-(k_i-k)\frac1V\int_{\rm spheres}\partial_zT\,dV .$$

To leading order each sphere sees the gradient $G$, since the others alter it by an amount that vanishes with $\phi$. The integral divided by $V$ is then $\phi C$. Inserting (3) gives

$$\langle q_z\rangle=-\left[k+\phi\,\frac{3k(k_i-k)}{k_i+2k}\right]G,$$

which is (2). An insulating pore is the limit $k_i\to0$. $\square$

For an insulating pore the coefficient $3/2$ has two parts. A fraction $\phi$ of the volume stops carrying heat, which costs $\phi$. The detour around the pores lowers the mean gradient in the remaining solid, which costs another $\phi/2$.

A numerical solution for one sphere in a finite ball, with volume fraction 0.01, gives coefficients of 1.493 for an empty pore and 1.088 for $k_i/k=0.2$. Equation (2) gives 1.5 and 1.091. The exact values for this finite ball are 1.4925 and 1.0870. Their distance from (2) is the next order in $\phi$, and the last digit of the numerical values is limited by the grid.

## Lemma 2: the porosity that new pores add

**Lemma 2.** If the new spheres have volume fraction $d\phi$, the porosity rises by

$$dp=(1-p)\,d\phi. \tag{4}$$

**Proof.** The spheres are placed without regard to the old pores. A fraction $p$ of the volume they cover is therefore already empty on average, and $1-p$ is solid. Only the solid part adds to the porosity. $\square$

Integrating (4) from $p=0$ gives $p=1-e^{-\phi}$, where $\phi$ is the total volume of all spheres ever added, divided by the sample volume. This balance does not depend on the sizes of the spheres, so it can be tested with equal ones. Random spheres with $\phi=0.643$ gave a measured porosity of 0.470, against 0.474 from the formula.

## Proof of the theorem

At porosity $p$ the host seen by the new pores has conductivity $k(p)$. Lemma 1 with $k_i=0$, followed by Lemma 2, gives

$$dk=-\frac32\,k\,d\phi=-\frac32\,k\,\frac{dp}{1-p}.$$

Dividing by $k$ and integrating from the dense solid,

$$\int_{k_0}^{k}\frac{dk'}{k'}=-\frac32\int_0^p\frac{dp'}{1-p'}
\quad\Longrightarrow\quad
\ln\frac{k}{k_0}=\frac32\ln(1-p),$$

and exponentiation gives (1). $\square$

**Remark 1 (the uniform host).** The use of $k(p)$ for the host is the physical core of the scheme. It was tested on a periodic cubic cell of side $L$ with a spherical pore of radius $0.40L$ and many small cubic pores of edge $L/32$. The small pores alone give $k/k_0=0.777$, and the large pore alone gives 0.636. If the large pore sees the porous medium as its host, the two factors multiply to 0.494. If it saw dense solid, its loss would be subtracted instead, giving $0.777-(1-0.636)=0.413$. The direct calculation with both kinds of pore gives 0.492, in favour of the porous host. The grid has only two cells along the edge of a small pore, so these values describe the discretized medium, not exact cubes and spheres. The comparison is consistent because all of them use the same grid. On a grid twice as fine the values shift by up to 0.02: the direct result becomes 0.508, against 0.509 for the porous host and 0.435 for the dense one, so the conclusion is unchanged.

**Remark 2 (the overlap factor).** Without the factor $1-p$ in (4), the result would be $e^{-3p/2}$. At $p=0.5$ this is 0.472 instead of 0.354. At $p=1$ it leaves a finite conductivity although no solid remains.

**Remark 3 (limits and meaning).** For small porosity,

$$(1-p)^{3/2}=1-\frac32p+\frac38p^2+\cdots .$$

The first two terms are the dilute law, which would reach zero at $p=2/3$ if extended that far. Equation (1) instead vanishes at $p=1$, because every step leaves a conducting host. A real solid that breaks into separate pieces at lower porosity does not follow it.

Since the pores carry no heat, $\langle\mathbf q\rangle$ equals $-k_0(1-p)$ times the mean gradient in the solid. Comparison with (1) shows that this mean gradient is $\sqrt{1-p}$ times the applied one. One power of $1-p$ thus counts the lost solid, and the remaining half power counts the detour.

## Porosity alone does not fix the conductivity

**Lemma 3.** A structure filled with balls of all sizes, each consisting of a host of conductivity $k$ around a concentric insulating pore of volume fraction $f$, has conductivity

$$K=k\,\frac{1-f}{1+f/2}. \tag{5}$$

**Proof.** Let a ball have outer radius $b$ and pore radius $a$, so $f=a^3/b^3$. In its shell $T=(Ar+B/r^2)\cos\theta$. Zero flux at the pore wall requires $A-2B/a^3=0$, hence $B=Aa^3/2$. If the outer surface has temperature $Gb\cos\theta$, then

$$A\left(1+\frac f2\right)=G,\qquad
-k\,\partial_rT\big|_{r=b}=-kA(1-f)\cos\theta=-K\,G\cos\theta,$$

with $K$ from (5). A uniform ball of conductivity $K$ has the same surface temperature and the same surface flux. Exchanging it for the coated ball leaves the field outside unchanged. Uniform material of conductivity $K$ can therefore be replaced, ball by ball, until it is filled with coated balls, without changing its overall conductivity. $\square$

At $p=0.5$ this one-stage structure has $k/k_0=0.400$, whereas (1) gives 0.354. Both contain insulating spherical pores in the same amount, but their arrangement differs.

The two results are connected by building the medium in $N$ equal stages. Each stage uses the previous porous medium as the host of much larger coated balls. Lemma 3 fills space with ever smaller balls, so each stage must stop at a smallest ball that is still much larger than the earlier pores, leaving only a negligible volume unfilled. The solid fraction is multiplied by $1-f$ each time, so $(1-f)^N=1-p$, and (5) gives

$$\frac{k_N}{k_0}=\left(\frac{1-f}{1+f/2}\right)^N=(1-p)\left(1+\frac f2\right)^{-N}.$$

For large $N$, $f=1-(1-p)^{1/N}\approx-\ln(1-p)/N$. Therefore

$$N\ln\left(1+\frac f2\right)\to\frac{Nf}{2}\to-\frac12\ln(1-p),$$

and the last factor tends to $(1-p)^{1/2}$, which restores (1). At $p=0.5$, numerical solutions of the single-ball problem, compounded over 1, 4, 20 and 80 stages, give 0.4000, 0.3681, 0.3566 and 0.3542. The last two values are one unit low in the last digit because of the grid; the closed form gives 0.3567 and 0.3543. The limit is 0.3536.

## Pores that conduct a little

**Proposition.** If the pores have conductivity $k_i<k_0$, the same scheme gives

$$\frac{k-k_i}{k_0-k_i}\left(\frac{k_0}{k}\right)^{1/3}=1-p. \tag{6}$$

**Proof.** Equations (2) and (4) give

$$\frac{dk}{dp}=\frac{3k(k_i-k)}{(1-p)(k_i+2k)}.$$

To separate the variables, use

$$\frac{k_i+2k}{k(k_i-k)}=\frac{(k_i-k)+3k}{k(k_i-k)}=\frac1k+\frac{3}{k_i-k}.$$

Hence

$$\left(\frac{1}{3k}-\frac{1}{k-k_i}\right)dk=\frac{dp}{1-p}.$$

Integration from $k_0$ to $k$ gives

$$\frac13\ln\frac{k}{k_0}-\ln\frac{k-k_i}{k_0-k_i}=-\ln(1-p).$$

Changing the sign and exponentiating gives (6). $\square$

For $k_i=0$, (6) reads $(k/k_0)^{2/3}=1-p$, which is (1). For small $k_i$, set $x_0=(1-p)^{3/2}$, $\varepsilon=k_i/k_0$ and $k/k_0=x_0+\delta$. Expanding the logarithm of (6) to first order in $\varepsilon$ and $\delta$,

$$\frac{\delta-\varepsilon}{x_0}+\varepsilon-\frac{\delta}{3x_0}=0
\quad\Longrightarrow\quad
\frac{\delta}{x_0}=\frac32\,\varepsilon\left(\frac1{x_0}-1\right). \tag{7}$$

This is the relative rise in conductivity caused by weakly conducting pores.

## Example: a porous thermal barrier

Round parameters are chosen in the regime of an oxide thermal barrier coating on a turbine blade. All are rough typical values: $k_0=2.0$ W/(m K), taken as the mean over the temperature range, $p=0.15$, thickness $L=250$ µm, and face temperatures of 1400 K and 1200 K. Equation (1) gives

$$k=2.0\times0.85^{3/2}=2.0\times0.784=1.57\ \text{W/(m K)}.$$

The heat flux is

$$q=\frac{k\,\Delta T}{L}=\frac{1.567\times200}{250\times10^{-6}}=1.25\times10^6\ \text{W/m}^2=1.25\ \text{MW/m}^2 .$$

A dense layer of the same thickness, with the same face temperatures, passes 1.60 MW/m². It would have to be $250/0.784=319$ µm thick to match the porous one. Inverting (1) gives $p=1-(k/k_0)^{2/3}$, so halving the conductivity takes a porosity of 0.370.

## Size of the neglected effects

**Gas in the pores.** Hot air conducts roughly 0.08 W/(m K). This bulk value is an upper estimate, since confinement in small pores lowers it. With $\varepsilon=0.04$, (7) gives a rise of about 1.7 %, and the full relation (6) gives 1.6 %.

**Radiation across a pore.** Let the wall of a spherical pore be black, with temperature $T+Cz$. Two wall elements a distance $s=2a\cos\alpha$ apart see each other at the same angle $\alpha$ from their normals. The fraction of the radiation from one that reaches the other, per unit area, is

$$\frac{\cos^2\alpha}{\pi s^2}=\frac{1}{4\pi a^2},$$

independent of position. Each element thus receives the average emission of the wall, $\sigma T^4$ to first order in $C$, where $\sigma$ is the Stefan–Boltzmann constant. It emits $\sigma T^4+4\sigma T^3Ca\cos\theta$. The net flux into the pore is $4\sigma T^3aC\cos\theta$. A conducting sphere with interior gradient $C$ takes in $k_iC\cos\theta$, so

$$k_i=4\sigma T^3a .$$

At the mean temperature of 1300 K and a diameter of 2.0 µm this is $5.0\times10^{-4}$ W/(m K), which raises $k$ by 0.010 %. The pore is about as wide as the thermal wavelength, so ray optics gives a rough size here. The wall is also not truly black, since the photon path of about 33 µm assumed below for the solid is much longer than the pore. Even a tenfold larger $k_i$ would change $k$ by about 0.1 %.

**Radiation through the solid.** Let the solid have refractive index $n$ and extinction coefficient $\beta$, and let $B=n^2\sigma T^4/\pi$ be the black-body intensity inside it. Radiation travelling at an angle with cosine $\mu$ to the $z$ axis was emitted or last scattered on average a distance $1/\beta$ back along its path. If scattering is isotropic, the scattered part is fed by the intensity averaged over directions. At depths where radiation from the faces has been absorbed, this average equals $B$ to first order in the temperature gradient. Emission and scattering together then act as a source of strength $B$. For slowly varying temperature the intensity is

$$I(\mu)=\int_0^\infty B(z-\mu s)\,\beta e^{-\beta s}\,ds\approx B-\frac{\mu}{\beta}\frac{dB}{dz}.$$

The flux is

$$2\pi\int_{-1}^{1}\mu I\,d\mu=-\frac{4\pi}{3\beta}\frac{dB}{dz}=-\frac{16n^2\sigma T^3}{3\beta}\frac{dT}{dz}.$$

For the rough values $n=2.1$ and $\beta=30$ mm⁻¹ the factor multiplying $-dT/dz$ is 0.098 W/(m K). Added in parallel, it is 6.2 % of the porous conductivity. If the faces are black and radiate at their own temperatures, the optical thickness $\beta L=7.5$ supports a diffusion estimate in the interior when most of the extinction is absorption, but not within about one path length of the faces. If radiation can escape through a face, the estimate can fail even two path lengths inside. If scattering dominates, radiation entering or leaving through the faces can change the flux throughout the coating, and the estimate is then unreliable. A porous zirconia layer falls in this last case. Zirconia absorbs weakly below about 5 µm, where 78 % of the black-body emission at 1300 K lies. Pores of 0.5 to 2 µm at $p=0.15$, treated as independent Mie scatterers, scatter preferentially forward with a transport coefficient of roughly 50 to 130 mm⁻¹, more than the whole $\beta$ assumed here. In a grey slab with $\beta L=7.5$, scattering albedo 0.997, a black cold face and a hot face of internal reflectance 0.81, the radiative flux ranges from about −3 % of the conducted flux for cold surroundings to about +15 % for black surroundings at 1800 K. The 6.2 % is therefore only an order of magnitude for a real coating.

**Pore sizes and phonons.** If the pores had the one-stage arrangement of Lemma 3, $k$ would be 0.90 % higher. At this porosity the size hierarchy therefore matters little between these two structures. Fourier's law near a pore requires the phonon mean free path to be small compared with the pore. With a rough path of 1 nm and a smallest pore of 100 nm the ratio is 0.010, which supports the use of Fourier's law. The remaining correction is not computed here.

**Pore shape.** For randomly oriented pores of another shape the host stays isotropic on average, and Lemma 1 holds with another coefficient $m$ in place of $3/2$. The same integration gives $k/k_0=(1-p)^m$. A numerical solution for flat square pores with a side-to-thickness ratio of 5:1, at porosity 0.025 and averaged over three perpendicular directions, gives $m\approx2.1$, with an uncertainty of a few per cent from the grid and the finite porosity. The coating would then have

$$k\approx2.0\times0.85^{2.1}=1.42\ \text{W/(m K)},$$

about 9 % below the value for spheres.

**Remark 4 (real coatings).** Plasma-sprayed zirconia coatings have conductivities of roughly 1 W/(m K), below the 1.57 W/(m K) found here, though the chosen porosity and thickness are ordinary for them. The assumption they break most clearly is the spherical shape: they contain thin gaps, many lying across the heat flow. Randomly oriented 5:1 pores already lower the result by 9 %. Thinner gaps aligned across the heat flow are expected to lower it further, but that case is not computed here. Equation (1) is thus a reasonable first estimate for rounded, randomly placed pores at low porosity, where Lemma 1 fixes the leading term. It is likely to overestimate the conductivity of a layered, cracked coating. The fluxes above also hold the face temperatures fixed. In an engine the hot gas and the cooled metal add resistances in series, so pores reduce the flux by a smaller fraction than they reduce $k$.

The main computed values are in the numerical output below.

## Numbers as computed

```
Pore fraction in single-pore test: 0.01
Dilute coefficient, empty pore (numerical): 1.493
Dilute coefficient, ki/k=0.2 (numerical): 1.088
Dilute coefficient, ki/k=0.2 (formula): 1.091
Total pore volume added / box volume: 0.643
Porosity measured with random spheres: 0.470
Porosity from dp = (1-p) dphi: 0.474
Voxel cell, porosity of small pores: 0.125
Voxel cell, porosity of large pore: 0.268
Voxel k/k0, small pores only: 0.777
Voxel k/k0, large pore only: 0.636
Voxel k/k0, both: 0.492
Rule 'large pore sees porous host': 0.494
Rule 'large pore sees dense solid': 0.413
Porosity in step test: 0.50
k/k0 after 1 equal steps: 0.4000
k/k0 after 4 equal steps: 0.3681
k/k0 after 20 equal steps: 0.3566
k/k0 after 80 equal steps: 0.3542
k/k0 from (1-p)^(3/2): 0.3536
k/k0 if overlap is ignored, exp(-3p/2): 0.4724
k/k0 at p=0.5, ki/k0=0.2 (integrated): 0.5221
Dense conductivity: 2.00 W/(m K)
Coating porosity: 0.15
Coating thickness: 250 um
Hot face, cold face: 1400 K, 1200 K
Conductivity ratio k/k0: 0.7837
Porous conductivity: 1.567 W/(m K)
Heat flux, porous coating: 1.254 MW/m2
Heat flux, dense coating: 1.600 MW/m2
Dense thickness of equal resistance: 319 um
Porosity that halves k: 0.370
Pore gas conductivity (rough, bulk): 0.08 W/(m K)
Change of k by pore gas: +1.62 %
Largest pore diameter: 2.0 um
Radiative pore conductivity: 4.98e-04 W/(m K)
Change of k by pore radiation: +0.010 %
Refractive index (rough): 2.1
Extinction coefficient (rough): 30 1/mm
Optical thickness of coating: 7.5
Photon conductivity of solid: 0.098 W/(m K)
Photon share relative to k: +6.2 %
One-stage structure, change of k: +0.90 %
Phonon mean free path (rough): 1 nm
Smallest pore diameter: 100 nm
Phonon path / smallest pore: 0.010
Flat pores 5:1, porosity of test cell: 0.025
Flat pores 5:1, dilute coefficient: 2.10
Flat pores 5:1, coating conductivity: 1.42 W/(m K)
Flat pores 5:1, change of k: -9 %
```
